# The Square-Root Potential and the Unrelaxed Vacancy Energy

## A central atom with Z neighbours

Consider one atom with a single s orbital \(|0\rangle\), coupled to \(Z\) outer atoms by hopping \(-h\), with \(h>0\). The outer atoms are not coupled to each other, and all orbital levels are zero. The central orbital couples to one combination of the outer orbitals:

\[
|s\rangle=\frac1{\sqrt Z}\sum_{j=1}^{Z}|j\rangle,\qquad
H|0\rangle=-h\sqrt Z\,|s\rangle,\qquad H|s\rangle=-h\sqrt Z\,|0\rangle. \tag{1}
\]

The two states \((|0\rangle\pm|s\rangle)/\sqrt2\) have energies \(\mp h\sqrt Z\). The other \(Z-1\) states have zero energy and no weight on the centre. Put two electrons in the lowest state. Half of that state lies on the central atom, which therefore holds one electron and has bond energy

\[
E_0=2\cdot\tfrac12\,(-h\sqrt Z)=-h\sqrt Z. \tag{2}
\]

The energy grows as the square root of the number of bonds. Removing one neighbour costs the central atom

\[
h(\sqrt Z-\sqrt{Z-1})=\frac{h}{\sqrt Z+\sqrt{Z-1}}, \tag{3}
\]

which for large \(Z\) is half the average energy per bond, \(h/\sqrt Z\). The bonds that remain become stronger and make up part of the loss. In a solid this makes a vacancy cheaper than a sum of independent bonds would suggest.

## From the Hamiltonian to the second moment

The algebra is in atomic units. Take orthogonal orbitals and let \(|n\rangle\) be the eigenstates of \(H\), with energies \(E_n\). The local density of states of orbital \(i\), per spin, is

\[
d_i(E)=\sum_n|\langle i|n\rangle|^2\,\delta(E-E_n). \tag{4}
\]

Multiplying by \(E^k\), integrating, and using \(\sum_n|n\rangle E_n^k\langle n|=H^k\) gives the moments theorem,

\[
\int E^k d_i(E)\,dE=\sum_n\langle i|n\rangle E_n^k\langle n|i\rangle=\langle i|H^k|i\rangle. \tag{5}
\]

Applied to \(H-\varepsilon_i\), where \(\varepsilon_i=\langle i|H|i\rangle\), the theorem gives zero for \(k=1\). For \(k=2\), insert a complete set of orbitals:

\[
\mu_i=\langle i|(H-\varepsilon_i)^2|i\rangle
=\sum_j|\langle i|H-\varepsilon_i|j\rangle|^2
=\sum_{j\ne i}h_{ij}^2. \tag{6}
\]

The term \(j=i\) vanishes because \(\langle i|H-\varepsilon_i|i\rangle=0\), and \(h_{ij}\) is the real hopping matrix element. The second moment thus counts walks that go to a neighbour and return.

For \(g\) degenerate orbitals on each atom, \(h_{ij}\) becomes a \(g\times g\) matrix, and averaging (6) over the orbitals of atom \(i\) gives \(\mathrm{Tr}(h_{ij}h_{ij}^{T})/g\) for each neighbour. If the \(g\) orbitals form a complete shell of one angular momentum, rotating them to the bond axis leaves this trace unchanged, so bond directions drop out; for part of a shell, such as the \(e_g\) or \(t_{2g}\) orbitals alone, the trace depends on the bond direction. For p orbitals the rotated matrix is diagonal, with elements \(V_\sigma,V_\pi,V_\pi\), and each neighbour contributes \((V_\sigma^2+2V_\pi^2)/3\). From here on \(h_{ij}^2\) denotes this average.

## The square root

Equation (6) is exact for the Hamiltonian, but a second moment alone does not fix an energy. Two assumptions close the problem. First, the local density of states has the same shape \(f\) on every atom and differs only in centre and width:

\[
d_i(E)=\frac1{\sqrt{\mu_i}}\,f\!\left(\frac{E-\varepsilon_i}{\sqrt{\mu_i}}\right),\quad
\int f\,dx=1,\quad \int xf\,dx=0,\quad \int x^2f\,dx=1. \tag{7}
\]

Second, every atom stays neutral. With \(x=(E-\varepsilon_i)/\sqrt{\mu_i}\), its electron number is

\[
N=2g\int_{-\infty}^{x_F}f(x)\,dx,\qquad x_F=\frac{E_F-\varepsilon_i}{\sqrt{\mu_i}}. \tag{8}
\]

When \(f\) has no gap at the Fermi level, as in a metal, equal \(N\) requires equal \(x_F\). Since the Fermi level \(E_F\) is common, the levels must shift to \(\varepsilon_i=E_F-x_F\sqrt{\mu_i}\). The bond energy is measured from the shifted level, so that moving a level at fixed atomic charge does not count as bonding:

\[
E_{\mathrm{bond},i}=2g\int_{-\infty}^{E_F}(E-\varepsilon_i)d_i(E)\,dE
=\sqrt{\mu_i}\;2g\int_{-\infty}^{x_F}xf(x)\,dx\equiv-C\sqrt{\mu_i}. \tag{9}
\]

For a partly filled band \(C>0\). If \(x_F\le0\), the integrand is nowhere positive; if \(x_F>0\), the integral equals \(-\int_{x_F}^{\infty}xf\,dx<0\), because the full integral of \(xf\) is zero.

As an example, take \(g=1\) and the semicircle \(f=\sqrt{4-x^2}/(2\pi)\). Since \(\frac{d}{dx}(4-x^2)^{3/2}=-3x\sqrt{4-x^2}\),

\[
C=-\frac1\pi\int_{-2}^{x_F}x\sqrt{4-x^2}\,dx=\frac{(4-x_F^2)^{3/2}}{3\pi}. \tag{10}
\]

A half-filled band has \(x_F=0\) and \(C=8/(3\pi)\approx0.849\). At a filling of 0.3, solving (8) numerically for \(x_F\) gives \(C\approx0.722\). The constant depends on filling and shape, and the square-root law needs both to be the same from site to site.

How well the shape assumption holds can be seen from half-filled s bands on lattices whose spectra are symmetric about zero. The bond energy per atom is then \(-2\int_{-\infty}^0|E|d\,dE=-\int|E|d\,dE\). Averaging \(|E|\) over the Brillouin zone by numerical integration gives its magnitude \(e\), in units of the hopping:

| Lattice | \(Z\) | \(e\) | \(e/\sqrt Z\) | \(e/Z\) |
|---|---|---|---|---|
| chain | 2 | 1.273 | 0.900 | 0.637 |
| honeycomb | 3 | 1.575 | 0.909 | 0.525 |
| square | 4 | 1.621 | 0.811 | 0.405 |
| simple cubic | 6 | 2.005 | 0.818 | 0.334 |
| bcc | 8 | 2.064 | 0.730 | 0.258 |

The largest and smallest values of \(e/\sqrt Z\) differ by a factor of 1.25, those of \(e/Z\) by a factor of 2.47. For these bands the square root is a fair approximation, and a constant energy per bond is a poor one.

## The potential and its equilibrium

Let the hopping decay exponentially with distance, absorb \(C\) and the hopping amplitude into one energy \(\xi\), and add a pairwise repulsion. The energy of atom \(i\), relative to a free atom with the same orbital occupation, is

\[
E_i=\sum_{j\ne i}A\,e^{-p(r_{ij}/r_0-1)}
-\left[\sum_{j\ne i}\xi^2e^{-2q(r_{ij}/r_0-1)}\right]^{1/2}. \tag{11}
\]

Here \(p\) and \(q\) are dimensionless and positive, and \(A\) is half the repulsion of a pair, because the other half belongs to atom \(j\). The factor \(2q\) appears because (6) contains the square of the hopping.

In a perfect crystal with \(Z\) equivalent nearest neighbours at distance \(r\), and no interaction beyond them, put \(u=r/r_0-1\) and define

\[
R=ZA\,e^{-pu},\qquad B=\xi\sqrt Z\,e^{-qu},\qquad E(Z,r)=R-B. \tag{12}
\]

\(R\) is the repulsion per atom and \(B\) the magnitude of the bond energy per atom. At zero pressure the energy is stationary under uniform scaling:

\[
\frac{\partial E}{\partial r}=\frac{-pR+qB}{r_0}=0
\quad\Longrightarrow\quad R=\frac qp\,B. \tag{13}
\]

The second derivative there is \((p^2R-q^2B)/r_0^2=qB(p-q)/r_0^2\), so a minimum under uniform scaling requires \(p>q\): the repulsion must decay faster than the hopping. Shear is more demanding. If the bond strains \(\delta u_j\) sum to zero at first order, expanding (11) gives an energy change \((p^2R/2-q^2B)\langle\delta u^2\rangle=qB(p/2-q)\langle\delta u^2\rangle\), so stability against shear requires \(p>2q\). The cohesive energy, counted positive, is

\[
E_{\mathrm{coh}}=B-R=B\left(1-\frac qp\right). \tag{14}
\]

## The vacancy

Remove one atom from a crystal of \(N\) atoms, hold all others in place, and return the removed atom to a bulk reservoir. The vacancy energy is

\[
E_v=E_{\mathrm{defect}}(N-1)-(N-1)E(Z,r). \tag{15}
\]

Only the \(Z\) neighbours of the empty site change their energies. Each loses the repulsion \(R/Z\), and its second moment falls by the factor \(1-1/Z\). Its energy changes from \(R-B\) to \(R(1-1/Z)-B\sqrt{1-1/Z}\). Summing the change over the \(Z\) neighbours gives

\[
E_v=Z\left[-\frac RZ+B\left(1-\sqrt{1-\frac1Z}\right)\right]=-R+B\,s_Z, \tag{16}
\]

\[
s_Z=Z\left(1-\sqrt{1-\frac1Z}\right)=\frac1{1+\sqrt{1-1/Z}}. \tag{17}
\]

The last form follows on multiplying and dividing by \(1+\sqrt{1-1/Z}\). Insert \(R=qB/p\) from (13) into (16), divide by (14), and multiply numerator and denominator by \(p\):

\[
\boxed{\frac{E_v}{E_{\mathrm{coh}}}=\frac{s_Z-q/p}{1-q/p}=\frac{p\,s_Z-q}{p-q}} \tag{18}
\]

This is exact for the nearest-neighbour model at zero pressure. For large \(Z\), the expansion \(\sqrt{1-x}=1-x/2-x^2/8-\dots\) with \(x=1/Z\) gives

\[
s_Z=\frac12+\frac1{8Z}+O(Z^{-2}), \tag{19}
\]

and keeping the first term turns (18) into

\[
\frac{E_v}{E_{\mathrm{coh}}}\simeq\frac{p/2-q}{p-q}=\frac{p-2q}{2(p-q)}. \tag{20}
\]

The ratio (20) is therefore only the leading term in \(1/Z\). What it omits is \(p(s_Z-\tfrac12)/(p-q)\), or about \(p/[8Z(p-q)]\).

The bond part of (16), \(Bs_Z\), can be compared with the tight-binding model itself, without the shape assumption. Take half-filled s bands with a site removed and diagonalize the Hamiltonian. The bond part of the vacancy energy is \((N-1)e-\sum_n|E_n|\), where the sum runs over the \(N-1\) remaining states. For a ring of 400 sites, with \(e=4/\pi\) from the infinite chain, it is \(0.573\,e\), against \(s_2=0.586\). The last digit is a size effect. The open chain has levels \(2\cos(k\pi/N)\), \(k=1,\dots,N-1\), so for even \(N\) the sum is \(2\cot(\pi/2N)-2\simeq4N/\pi-2\). The bond part then tends to \(2-4/\pi=(\pi/2-1)\,e=0.571\,e\), which \(s_2\) exceeds by almost 3%. For a simple cubic crystal with one vacancy in each \(8\times8\times8\) cell, averaged over the Bloch phases \(\pm\pi/4,\pm3\pi/4\) along each axis and with \(e\) taken from the perfect crystal at the same phases, it is \(0.490\,e\), against \(s_6=0.523\). The square-root law is too high by about 2% and 7% of these diagonalized values. The cubic value is not converged: denser sampling of the phases lowers it to \(0.483\,e\) for the same cell, which \(s_6\) exceeds by 8%, and a size effect remains beyond that. For an isolated vacancy, removing site 0 multiplies \(\det(iy-H)\) by \(G_{00}(iy)=-i\gamma(y)\), with \(\gamma(y)=\int y\,d(E)\,dE/(y^2+E^2)\). Since \(|E|=\frac1\pi\int_0^\infty\ln(1+E^2/y^2)\,dy\), the bond part is \(-\frac2\pi\int_0^\infty\ln[y\gamma(y)]\,dy-e\). For the infinite simple cubic crystal this gives about \(0.48\,e\), which \(s_6\) exceeds by about 9%. In these two cases the bond part costs roughly half of an atom's bond energy. Other lattices agree much less well. The same formula gives \(0.74\,e\) for honeycomb (\(s_3=0.55\)), \(0.42\,e\) for square (\(s_4=0.54\)) and \(0.32\,e\) for bcc (\(s_8=0.52\)). Its extension to a nonzero Fermi level gives \(0.41\,e\) for the half-filled fcc s band with unshifted levels (\(s_{12}=0.51\)). For these bands \(s_Z\) captures only that the cost is well below \(e\); its error reaches about 60%.

## Why a pair potential gives one

For a pair potential \(\phi\), the energy of an atom at site 0 of the crystal is \(\tfrac12\sum_j\phi(r_{0j})\), so

\[
E_{\mathrm{coh}}=-\frac12\sum_j\phi(r_{0j}). \tag{21}
\]

When the atom at site 0 is removed, each atom \(j\) loses its own half of the shared pair energy, and its energy changes by \(-\tfrac12\phi(r_{0j})\). The sum of these changes is

\[
E_v=-\frac12\sum_j\phi(r_{0j})=E_{\mathrm{coh}}. \tag{22}
\]

The derivation uses neither zero pressure nor a short range. The ratio is one at any lattice spacing, provided both energies refer to that spacing. In (16) the repulsive part behaves in the same way: it contributes \(-R\), the full repulsion of one atom. The bond part would contribute \(B\) if it were linear in \(\mu_i\), but the square root reduces this to \(Bs_Z\).

The reduction is magnified by cancellation. With \(s_Z\approx\tfrac12\), about half the bond energy is set against the whole repulsion. By (18), the ratio is below one half when \(2(s_Z-q/p)<1-q/p\), that is when \(q/p>2s_Z-1\approx1/(4Z)\).

## The same ratio as an exponent

Equation (20) also describes how cohesion depends on coordination when each structure takes its own equilibrium distance. For fixed \(A\) and \(\xi\), (12) and (13) give

\[
pZA\,e^{-pu}=q\xi\sqrt Z\,e^{-qu}
\quad\Longrightarrow\quad
e^{-(p-q)u}=\frac{q\xi}{pA}\,Z^{-1/2}. \tag{23}
\]

Raising this to the power \(q/(p-q)\) shows that \(e^{-qu}\propto Z^{-q/[2(p-q)]}\). By (14) and (12), \(E_{\mathrm{coh}}\propto\sqrt Z\,e^{-qu}\), and hence

\[
E_{\mathrm{coh}}\propto Z^m,\qquad
m=\frac12-\frac q{2(p-q)}=\frac{p-2q}{2(p-q)}. \tag{24}
\]

The agreement with (20) has a simple reason. The vacancy turns \(Z\) atoms of coordination \(Z\) into atoms of coordination \(Z-1\) at unchanged distance, so

\[
E_v=Z\,[E(Z-1,r)-E(Z,r)]\simeq-Z\,\frac{\partial E}{\partial Z}\bigg|_r. \tag{25}
\]

At equilibrium \(\partial E/\partial r=0\), so the change of \(r\) with \(Z\) does not contribute to first order, and the partial derivative equals the total one. Therefore \(E_v\simeq Z\,dE_{\mathrm{coh}}/dZ=mE_{\mathrm{coh}}\). The vacancy is cheap for the same reason that cohesion depends weakly on coordination.

## A model fcc metal

Take \(p=10\), \(q=3\), \(r_0=2.8\) Å, and choose the amplitudes so that the fcc crystal, with \(Z=12\), has its equilibrium at \(r=r_0\) with \(E_{\mathrm{coh}}=3.5\) eV. Equations (14) and (13) give

\[
B=\frac{3.5}{1-0.3}=5.0\ \text{eV},\qquad R=0.3\times5.0=1.5\ \text{eV}. \tag{26}
\]

At \(u=0\), (12) gives \(A=1.5/12=0.125\) eV and \(\xi=5.0/\sqrt{12}=1.443\) eV. With \(s_{12}=0.5109\), (16) becomes

\[
E_v=-1.5+5.0\times0.5109=1.054\ \text{eV},\qquad
\frac{E_v}{E_{\mathrm{coh}}}=0.301. \tag{27}
\]

The leading formula (20) gives \(4/14=0.286\), or 1.000 eV, which is 5% below the exact model value. A pair potential with the same cohesive energy would give 3.5 eV. In hartree, the cohesive energy is 0.1286 and the vacancy energy 0.03875.

With the same \(A\) and \(\xi\), the simple cubic crystal, which with nearest neighbours only has no stiffness against a shear that changes the bond angles and is here minimized under uniform scaling alone, has \(r=2.661\) Å, \(E_{\mathrm{coh}}=2.871\) eV and \(E_v=0.914\) eV. Its ratio is 0.318, above the fcc value because \(s_Z\) is larger for smaller \(Z\). Doubling the coordination from 6 to 12 raises the cohesive energy by a factor of only \(3.500/2.871=1.22=2^{0.286}\), as (24) requires.

## Limits and longer range

Since \(s_Z<1\) for \(Z>1\), we have \(ps_Z-q<s_Z(p-q)\), and the ratio (18) lies below \(s_Z\). It approaches \(s_Z\) when \(q/p\to0\), because by (13) the repulsion then becomes negligible beside the bond energy. The leading ratio (20) vanishes at \(p=2q\), where the omitted term is all that remains. The exact condition for a positive unrelaxed vacancy energy is \(ps_Z>q\). Relaxation of the atoms can only lower the energy, so for the relaxed crystal this condition is necessary but not sufficient; for \(q/s_Z<p<2q\) the unrelaxed value is positive, yet the perfect crystal is already unstable against shear. If it is violated, the model crystal lowers its energy by forming vacancies and is not a sensible description of a metal.

If more distant shells interact, let \(a_j\) and \(h_j^2\) be the terms that neighbour \(j\) adds to the two sums in (11), so that \(R=\sum_ja_j\) and \(B^2=\sum_jh_j^2\). With \(w_j=h_j^2/B^2\) and \(\sum_jw_j=1\), the steps that led to (16) give

\[
E_v=-R+B\sum_j\left(1-\sqrt{1-w_j}\right)
=-R+B\left(\frac12+\frac18\sum_jw_j^2+\dots\right). \tag{28}
\]

Define \(p_*=-d\ln R/d\ln r\) and \(q_*=-d\ln B/d\ln r\) at equilibrium, with all distances scaled together. Zero pressure then means \(p_*R=q_*B\), and to leading order the ratio is (20) with \(p_*,q_*\) in place of \(p,q\). Keep the amplitudes of the fcc example and include three shells. Numerical minimization gives \(r=2.779\) Å, \(E_{\mathrm{coh}}=3.65\) eV and \(E_v=1.06\) eV, a ratio of 0.290. The slopes are \(p_*=9.97\) and \(q_*=3.08\), and the leading formula gives 0.277.

All these vacancy energies are unrelaxed. Letting the atoms move to a minimum from the unrelaxed positions cannot raise the energy, so within the model they are upper bounds to the relaxed values. The cohesive energy also depends on its reference: if the free atom gains energy by spin polarization, \(E_{\mathrm{coh}}\) falls by that amount while \(E_v\) is unchanged, and the ratio rises. Finally, (9) fails when the shape of the local density of states changes strongly between sites. Such changes enter through the third and higher moments, which the square-root potential leaves out.

All numerical values are calculated from the stated model.
